# Choosing a conservative moving grid for fluorocarbon films on etched substrates

## The setting and the result that checks it

A simulation of etching through a fluorocarbon film must choose how the grid follows the two film surfaces, how many cells span the film, and how long a time step is. This guide derives a conservative moving grid and the steady state against which these choices can be checked.

Let $\Phi$ be the flux of fluorine taken up by the film and $G$ the flux of carbon deposited on it. At the top, $q$ fluorine atoms are spent per carbon atom removed. At the buried interface, removing one substrate unit uses $m$ fluorine atoms and $\nu$ carbon atoms of the polymer. If a steady film exists, the fluorine flux $J$ that reaches the substrate and the etch rate $v$ are

$$J=\frac{\Phi-qG}{1-q\nu/m},\qquad v=\frac{J}{m\,n_s},\tag{1}$$

where $n_s$ is the number density of substrate units. No diffusivity appears. In this model diffusion and ion mixing affect the film thickness, which adjusts until both element budgets close.

This matters when a diffusivity is estimated from migration barriers computed by an electronic-structure program. An error in that input shifts the steady thickness and the transient, but not the steady rate of a stable film, as long as $\Phi$, $G$ and $q$ do not depend on thickness and no fluorine is lost inside the film (see the last section).

## Motion of the two fronts

The model is one-dimensional. Depth $y$ increases into the substrate, the film top is at $a(t)$, the interface is at $b(t)$, and $h=b-a$. The polymer has a fixed carbon density $n_p$. It settles rigidly as the substrate recedes, and volatile products escape without resistance. The concentration $c$ counts mobile fluorine only, not the fluorine bound in the polymer.

With $c_b$ the concentration at the interface and $k$ the reaction velocity there, the interface consumes fluorine at the rate $kc_b$. Substrate units are removed at the rate $kc_b/m$, so

$$\frac{db}{dt}=\frac{k c_b}{m n_s}.\tag{2}$$

The top loses fluorine at the rate $\beta c_a$, where $c_a$ is the concentration there. This removes carbon at the rate $\beta c_a/q$. Let $u$ be the polymer velocity. Carbon conservation at the two fronts reads

$$n_p\left(u-\frac{da}{dt}\right)=G-\frac{\beta c_a}{q},\qquad
n_p\left(u-\frac{db}{dt}\right)=\frac{\nu k c_b}{m}.$$

The first equation says that net deposition is the polymer flux leaving the top surface downwards. The second says that polymer entering the interface is consumed there. Define $w=u-da/dt$, the polymer velocity relative to the top. Subtracting the second equation from the first removes $u$:

$$w=\frac{G-\beta c_a/q}{n_p},\qquad
\dot h=w-\frac{\nu k c_b}{m n_p}.\tag{3}$$

The substrate density is absent from $\dot h$ because the film follows the receding substrate as a whole.

## Fluorine balance on a moving grid

Let $\xi=y-a$ be the depth below the film top. Fluorine is carried with the polymer and diffuses through it:

$$\frac{\partial c}{\partial t}+\frac{\partial}{\partial\xi}\left(wc-D\frac{\partial c}{\partial\xi}\right)=0,\qquad
D(\xi)=D_0+D_{\rm mix}e^{-\xi/\lambda}.\tag{4}$$

The second term of $D$ represents ion mixing that fades over the depth $\lambda$. The total fluorine flux is $\Phi-\beta c_a$ through the top and $kc_b$ into the interface, each relative to its moving surface.

The grid uses $x=\xi/h(t)$, so that $0\le x\le1$ at all times. A face at fixed $x$ moves relative to the top at $x\dot h$. For a cell between faces 1 and 2, differentiating an integral with moving limits gives

$$\frac{d}{dt}\int_{\xi_1}^{\xi_2}c\,d\xi
=\int_{\xi_1}^{\xi_2}\frac{\partial c}{\partial t}\,d\xi+x_2\dot h c_2-x_1\dot h c_1 .$$

Inserting (4) turns the remaining integral into a difference of fluxes, and the right side becomes $-(F_2-F_1)$ with

$$F=(w-x\dot h)c-\frac{D}{h}\frac{\partial c}{\partial x}.\tag{5}$$

The term $-x\dot h c$ is fluorine swept across a face because the face moves. At $x=1$ the carrying velocity is $w-\dot h=\nu kc_b/(mn_p)$, the speed at which polymer enters the interface, as it should be.

For $N$ cells of width $\Delta x=1/N$, the conserved quantity is the cell content $hc_i\Delta x$, not $c_i$. One implicit step is

$$\frac{h^{\rm new}c_i^{\rm new}-h^{\rm old}c_i^{\rm old}}{\Delta t}\Delta x
+F_{i+1/2}-F_{i-1/2}=0,\qquad h^{\rm new}=h^{\rm old}+\Delta t\,\dot h.\tag{6}$$

All fluxes are taken at the new time. At an interior face,

$$F_{i+1/2}=(w-x_{i+1/2}\dot h)\frac{c_i+c_{i+1}}2
-D(x_{i+1/2}h)\frac{c_{i+1}-c_i}{h\Delta x}.$$

The surface concentrations follow from half-cell gradients:

$$\Phi-\beta c_a=wc_a-\frac{2D(0)}{h\Delta x}(c_1-c_a),$$
$$kc_b=(w-\dot h)c_b-\frac{2D(h)}{h\Delta x}(c_b-c_N).$$

To take a step, guess $c_a$ and $c_b$, obtain $w$, $\dot h$ and $h^{\rm new}$ from (3) and (6), and solve the tridiagonal linear system for all concentrations. Repeat with the new surface values until they stop changing. Then advance $b$ with (2) and set $a=b-h$.

Two properties follow. Summing (6) over cells cancels every interior flux:

$$\frac{h^{\rm new}\sum_i c_i^{\rm new}\Delta x-h^{\rm old}\sum_i c_i^{\rm old}\Delta x}{\Delta t}
=\Phi-\beta c_a-kc_b.\tag{7}$$

Fluorine is therefore conserved up to solver and rounding errors. Secondly, take a uniform $c$ in an interior cell. The storage term is $c\dot h\Delta x$, and the flux difference is $-c\dot h\Delta x$. They cancel, so stretching the grid creates no false source.

A closed balance is necessary but not sufficient. If $-x\dot hc$ is left out of the interior fluxes, (7) still holds, since those fluxes cancel whatever their value. A transient must also be compared with an independent solution.

## Steady rate and thickness

In a steady film $\dot h=0$ and the stored fluorine is constant. With $J=kc_b$, the fluorine and carbon budgets are

$$\Phi=\beta c_a+J,\qquad G=\frac{\beta c_a}{q}+\frac{\nu J}{m}.\tag{8}$$

The first gives $\beta c_a=\Phi-J$. Inserting this in the second and multiplying by $q$ gives

$$qG=\Phi-J+\frac{q\nu}{m}J,\qquad\text{so}\qquad J\left(1-\frac{q\nu}{m}\right)=\Phi-qG,$$

which is (1). The discrete scheme obeys the same two equations when it is steady, by (3) and (7). Its steady rate is therefore independent of $N$ and $\Delta t$, provided that it reaches the steady state. A correct steady rate thus says nothing about whether the film is resolved; the thickness must be checked separately.

For the thickness, integrate (4) once. The total flux is uniform:

$$wc-D\frac{dc}{d\xi}=J,\qquad w=\frac{\nu J}{m n_p}.$$

Measure position by the diffusion resistance still ahead of the fluorine, $\theta(\xi)=\int_\xi^h d\xi'/D(\xi')$. Since $d\theta/d\xi=-1/D$, one has $-D\,dc/d\xi=dc/d\theta$, and the equation becomes $dc/d\theta+wc=J$. At the interface $\theta=0$ and $c=J/k$. Hence

$$c=J\left[\frac{e^{-w\theta}}{k}+\frac{1-e^{-w\theta}}{w}\right].\tag{9}$$

At the top $\theta=\Theta$, the total resistance, and $c=c_a$. Collecting the exponentials gives

$$e^{-w\Theta}\left(\frac1k-\frac1w\right)=\frac{c_a}{J}-\frac1w .$$

Multiplication by $kw$ gives $e^{-w\Theta}(w-k)=k(wc_a/J-1)$, and therefore

$$\Theta=-\frac1w\ln\left[\frac{1-wc_a/J}{1-w/k}\right].\tag{10}$$

For $w\to0$, expanding both logarithms gives $\Theta=c_a/J-1/k$: the concentration drop divided by the flux. Drift matters little when $wc_a/J=\nu c_a/(mn_p)$ is small, that is, when mobile fluorine is dilute compared with polymer carbon.

The resistance is also an integral over the film. Multiplying numerator and denominator by $e^{\xi/\lambda}$,

$$\Theta=\int_0^h\frac{e^{\xi/\lambda}\,d\xi}{D_0e^{\xi/\lambda}+D_{\rm mix}}
=\frac{\lambda}{D_0}\ln\left[\frac{D_0e^{h/\lambda}+D_{\rm mix}}{D_0+D_{\rm mix}}\right].$$

Exponentiating and solving for $h$,

$$h=\lambda\ln\left[\frac{(D_0+D_{\rm mix})e^{D_0\Theta/\lambda}-D_{\rm mix}}{D_0}\right].\tag{11}$$

Without mixing, $h=D_0\Theta$. For $h\ll\lambda$, $h\approx(D_0+D_{\rm mix})\Theta$, because the whole film is mixed. For a film thick enough that $D_0e^{h/\lambda}\gg D_{\rm mix}$, the subtracted $D_{\rm mix}$ is negligible and

$$h\approx D_0\Theta+\lambda\ln(1+D_{\rm mix}/D_0).$$

Dropping the subtraction can only raise $h$, so the last term is an upper bound on the thickness that mixing adds at fixed $\Theta$.

## When the steady limit may be used

Equation (1) can give a positive $J$ when no stable film exists. Consider slow thickness changes and dilute mobile fluorine, so that drift and storage are negligible. Then $c_a=J(1/k+\Theta)$, and $\Phi=J+\beta c_a$ gives

$$J(h)=\frac{\Phi}{1+\beta/k+\beta\Theta(h)}.\tag{12}$$

The flux falls as the film thickens. Its largest value, at $h=0$, is $J_{\max}=k\Phi/(\beta+k)$. A steady film needs $0<J<J_{\max}$, which is the same as $c_a>c_b>0$.

Inserting $\beta c_a=\Phi-J$ in (3),

$$n_p\dot h=G-\frac{\Phi}{q}+\left(\frac1q-\frac{\nu}{m}\right)J(h).\tag{13}$$

Since $d\Theta/dh=1/D(h)$, differentiating (12) gives $dJ/dh=-\beta J^2/[\Phi D(h)]$. A small thickness error therefore decays as $e^{-\gamma t}$ with

$$\gamma=\left(\frac1q-\frac{\nu}{m}\right)\frac{\beta J^2}{\Phi n_pD(h)}.\tag{14}$$

If $q\nu/m=1$, (13) gives a constant rate of thickness change, so no steady film exists unless $G=\Phi/q$. Otherwise, within this slow and dilute approximation, there are two cases.

- **$q\nu/m<1$.** The steady film is stable. It requires $G<\Phi/q$, since otherwise (13) is positive at every thickness and the film keeps growing and the etch rate falls towards zero. It also requires $J<J_{\max}$, which sets a lower limit on $G$:
$$G_{\rm low}=\frac1q\left[\Phi-\left(1-\frac{q\nu}{m}\right)\frac{k\Phi}{\beta+k}\right].\tag{15}$$
- **$q\nu/m>1$.** Now $\gamma<0$. A thinner film passes more fluorine, and the faster interface reaction consumes more carbon than the top saves. The steady thickness divides films that clear from films that bury the substrate. A simulation that leaves this state is not faulty for that reason.

The rate (14) also guides the time step. The implicit step multiplies a slow error by $1/(1+\gamma\Delta t)$, which corresponds to the decay rate

$$\frac{\ln(1+\gamma\Delta t)}{\Delta t}\approx\gamma\left(1-\frac{\gamma\Delta t}{2}\right).$$

The relative error of the relaxation rate is thus about $\gamma\Delta t/2$. The first filling of an empty film is faster, on a scale of order $h^2/D$, and needs a shorter step if that stage matters. If only the steady state of a stable film is wanted, the transient need not be accurate, and the step may be as long as the front iteration allows. For the repeated substitution described above, this means $\gamma\Delta t$ below about one near the steady state, because there each repetition multiplies the remaining thickness error by about $-\gamma\Delta t$. Far from the steady state the first guesses overshoot and the limit is tighter: for the examples below, the first step fails at $\gamma\Delta t=0.5$ from an empty film of 1 nm, and for substrate B at $0.8$ from an empty film of 3 nm. For $\gamma<0$ the step must stay well below $1/|\gamma|$: beyond $2/|\gamma|$ the factor $1/(1+\gamma\Delta t)$ is smaller than one in magnitude, and a solver that finds the solution near the old state, such as Newton's method, can make an unstable film look stable.

## Two substrates under one plasma

The example uses round model parameters and no particular material. Both substrates have $\Phi=1000$ and $G=350\ \mathrm{nm^{-2}\,s^{-1}}$, $\beta=400$ and $k=2000$ nm/s, $q=2$, $m=4$, $n_p=25\ \mathrm{nm^{-3}}$, $D_0=500$ and $D_{\rm mix}=2000\ \mathrm{nm^2/s}$, and $\lambda=1$ nm. Substrate A consumes polymer carbon, with $\nu=1$ and $n_s=20\ \mathrm{nm^{-3}}$. Substrate B does not, with $\nu=0$ and $n_s=50\ \mathrm{nm^{-3}}$.

For A,

$$J=\frac{1000-700}{1-2/4}=600\ \mathrm{nm^{-2}\,s^{-1}},\qquad
v=\frac{600}{4\times20}=7.5\ \mathrm{nm/s},$$

or 450 nm/min. The concentrations are $c_a=(1000-600)/400=1.00$ and $c_b=600/2000=0.30\ \mathrm{nm^{-3}}$, and the drift velocity is $w=600/(4\times25)=6$ nm/s. Equation (10) gives

$$\Theta=-\frac16\ln\frac{1-0.010}{1-0.003}=0.001174\ \mathrm{s/nm},$$

and (11) then gives

$$h=\ln\left[\frac{2500\,e^{0.587}-2000}{500}\right]=1.61\ \mathrm{nm}.$$

For B, $J=300\ \mathrm{nm^{-2}\,s^{-1}}$ and $v=300/(4\times50)=1.5$ nm/s, or 90 nm/min. With $w=0$, $\Theta=1.75/300-1/2000=0.00533$ s/nm and $h=4.22$ nm. B has the thicker film because no carbon is consumed below it: the top must remove all the deposit, which takes a higher $c_a$ and leaves less fluorine for the substrate.

If both films are steady under the same $\Phi$, $G$ and $q$, the factor $\Phi-qG$ cancels from the selectivity:

$$\frac{v_A}{v_B}=\frac{m_Bn_{s,B}(1-q\nu_B/m_B)}{m_An_{s,A}(1-q\nu_A/m_A)}
=\frac{50\times1}{20\times0.5}=5.\tag{16}$$

The simulated ratio is 5.00 at $G=350$ and again at $G=400\ \mathrm{nm^{-2}\,s^{-1}}$. In this model, with $\Phi$ and $q$ fixed and common to both films, changing the deposition flux within the common window changes both rates but not their ratio.

By (15), the window for A starts at $G_{\rm low}=292\ \mathrm{nm^{-2}\,s^{-1}}$. The limit for B is lower because its factor $1-q\nu/m$ is larger. Both windows end at $\Phi/q=500\ \mathrm{nm^{-2}\,s^{-1}}$. The simulations bracket the lower edge: at $G=280$ the film on A thins below 0.1 nm, and at $G=300$ it settles at 0.28 nm. At $G=510$ the film on B grows past 12 nm, but this alone does not locate the upper edge, because the steady thickness grows without bound as $G$ approaches $\Phi/q$: for B, (11) gives 12.6 nm at $G=450$ and 62.6 nm at $G=490$.

Removing ion mixing leaves both rates unchanged and reduces the thicknesses to 0.59 nm on A and 2.67 nm on B. Mixing thus adds 1.02 nm and 1.55 nm. Both values lie below the bound $\lambda\ln5=1.61$ nm, and the thicker film is closer to it.

Outside the stable case, (16) does not apply. A third substrate C with $\nu=3$, at $G=600\ \mathrm{nm^{-2}\,s^{-1}}$, has

$$J=\frac{1000-1200}{1-1.5}=400\ \mathrm{nm^{-2}\,s^{-1}}$$

and a steady thickness of 3.11 nm. The runs start with the steady concentration profile of C, stretched to the initial thickness. Started from 2.49 nm, the film thins below 0.1 nm; started from 3.74 nm, it grows past twice the steady value. Under the same plasma, B started from 2.49 nm is buried. The initial film then decides whether C is cleared or buried, and one steady selectivity cannot describe the process.

## Reading the numerical checks

**Cells.** With 40 cells, the steady thicknesses of A and B agree with (11) to better than 0.01 % of the thickness. With 10 cells, A still has the rate 7.5 nm/s, as the discrete budgets require. For B the thickness error falls by a factor of 4.00 at each doubling from 20 to 80 cells, which is second-order convergence. Increase $N$ until $h$ and the transient stop changing at the accuracy needed.

**Fluorine ledger.** For A, started with an empty film of 3 nm, the balance after 0.5 s is

$$500.0=272.5+225.5+2.0\ \mathrm{nm^{-2}},$$

in the order supplied, lost at the top, used by the substrate, and stored. The residual is at rounding level. The substrate term gives an etched depth of $225.5/(4\times20)=2.82$ nm. An independent Chebyshev solution, which does not use the conservative form, gives the same depth and the same thickness of 2.29 nm to these digits. The film is still thinning at that time, so the steady thickness is not yet a fair reference.

**Grid motion.** Lowering $n_p$ to $5\ \mathrm{nm^{-3}}$ magnifies the motion terms. At 0.1 s the etch rate differs from the Chebyshev value by 0.003 % with the term $-x\dot hc$ and by 0.038 % without it. The fluorine residual remains at rounding level in the run without the term, so the ledger does not reveal the omission. The error is small at this late time; earlier in the transient it is larger, about 3 % at 0.002 s and 0.6 % at 0.01 s. It is a modelling error that refining the grid does not remove. In the same low-density film, neglecting polymer drift in (10) would give $h=1.60$ instead of 1.64 nm.

**Relaxation.** For A, (14) gives $\gamma=1.60\ \mathrm{s^{-1}}$ and the simulation 1.61. At one hundred times the polymer density the relative difference falls from about 0.7 % to below 0.01 %, as expected for a formula that assumes dilute mobile fluorine. By the estimate above, a step of 0.01 s changes this slow relaxation rate by about 0.8 %.

## Changes to the model that alter the result

An interface velocity $k$ that depends on thickness leaves the budgets (8), and hence the steady $J$, unchanged. It can alter $h$, the window and the stability condition.

A loss of mobile fluorine inside the film is different. If an amount $S$ per area and time is lost without removing carbon, then $\beta c_a=\Phi-J-S$, and the same elimination gives

$$J=\frac{\Phi-S-qG}{1-q\nu/m}.$$

Since $S$ generally depends on the concentration profile and the thickness, diffusion and ion mixing then affect the steady rate. The same is generally true if $\Phi$, $G$ or $q$ changes with thickness.

The model also ignores the fluorine bound in the polymer that is consumed at the interface. If each consumed carbon atom frees $r$ bound fluorine atoms for the substrate, with $\Phi$ and $q$ counting mobile fluorine only, each substrate unit needs $m-r\nu$ mobile atoms, and the same budgets give $v=(\Phi-qG)/\{n_s[m-(q+r)\nu]\}$. For a fixed $r$ the diffusivity is still absent, but the numbers change: $r=0.5$ raises the rate of A from 7.5 to 10 nm/s and the selectivity from 5 to 6.7.

Finally, films of one to a few nanometres span few molecular layers. A sharp interface and a continuous diffusivity are model assumptions there, and numerical agreement with (11) verifies the solution of the equations, not their accuracy for a real film. The complete values are in the numerical output below.

## Numbers as computed

```
Phi, G = 1000, 350 nm^-2 s^-1
beta, k = 400, 2000 nm/s; q, m = 2, 4
D0, Dmix = 500, 2000 nm^2/s; lambda = 1.0 nm
n_p = 25 nm^-3; cells = 40; start h = 3 nm, c = 0
A: nu = 1, n_s = 20 nm^-3
A: J formula = 600.000 nm^-2 s^-1; w = 6.000 nm/s
A: c_a, c_b formula = 1.0000, 0.3000 nm^-3
A: total resistance = 0.001174 s/nm
A: h formula, simulated = 1.60830, 1.60827 nm
A: v formula, simulated = 7.500000, 7.500000 nm/s
A: v converted = 450.0 nm/min
B: nu = 0, n_s = 50 nm^-3
B: J formula = 300.000 nm^-2 s^-1; w = 0.000 nm/s
B: c_a, c_b formula = 1.7500, 0.1500 nm^-3
B: total resistance = 0.005333 s/nm
B: h formula, simulated = 4.21891, 4.21902 nm
B: v formula, simulated = 1.500000, 1.500000 nm/s
B: v converted = 90.0 nm/min
A: h formula without polymer drift = 1.60141 nm
selectivity A/B: simulated, formula = 5.00000, 5.00000
selectivity A/B at G = 400 nm^-2 s^-1: 5.00000
no ion mixing: h of A, B = 0.5872, 2.6667 nm
no ion mixing: v of A, B = 7.50000, 1.50000 nm/s
A, 10 cells: v = 7.500000 nm/s, h = 1.60794 nm
B, h errors at 20, 40, 80 cells = 4.22e-04, 1.06e-04, 2.64e-05 nm
B, error ratios = 4.002, 4.000
A at 0.5 s: h tracking, Chebyshev = 2.2945, 2.2943 nm
A at 0.5 s: depth, same = 2.8190, 2.8188 nm
A ledger to 0.5 s: supplied = 500.000 nm^-2
  top loss = 272.515, substrate = 225.521 nm^-2
  stored = 1.964, residual = 4.4e-13 nm^-2
n_p = 5 nm^-3: steady h formula, simulated = 1.6366, 1.6366 nm
  h without drift = 1.6014 nm
  rate error at 0.1 s: with grid motion = 0.0034 %
  rate error without grid motion = 0.0379 %
  fluorine residual without it = -3.7e-12 nm^-2
A relaxation: simulated, formula = 1.6101, 1.5992 s^-1
  at n_p = 2500 nm^-3: 0.015944, 0.015943 s^-1
common window in G = 291.67 to 500.00 nm^-2 s^-1
A at G = 280: film below 0.1 nm at 0.86 s
A at G = 300: steady simulated h = 0.2806 nm
B at G = 510: film passes 12 nm at 2.32 s
C: nu = 3, G = 600 nm^-2 s^-1, J = 400.0 nm^-2 s^-1
C: dividing h = 3.1136 nm; starts = 2.4908, 3.7363 nm
C: thin start below 0.1 nm at 1.16 s
C: thick start doubles dividing h at 1.97 s
B, same plasma and thin start: same h at 0.38 s
```
